# Trace map, total bandwidth and gap labels of the Fibonacci chain: test program

```python
"""Fibonacci chain: trace map, invariant, total bandwidth and gap labels.

Model (hopping = 1): psi[n+1] + psi[n-1] + V[n] psi[n] = E psi[n].
Cells: S0 = b, S1 = a, S(k+1) = S(k) S(k-1); site energy V on a, 0 on b.
N(k) = cell size, x(k) = half trace of the cell transfer matrix.
Results under test:
  x(k+1) = 2 x(k) x(k-1) - x(k-2), with invariant V^2/4;
  for V >= 12 the total bandwidth lies between two powers of N(k);
  level counts n(k) in persistent gaps obey n(k+2) = n(k+1) + n(k), so the
  integrated density of states there is p + q*tau, tau = inverse golden mean.
"""
from collections import Counter
from fractions import Fraction
from functools import lru_cache
import math
import numpy as np

PHI = (1 + math.sqrt(5)) / 2
TAU = 1 / PHI


@lru_cache(maxsize=None)
def cell(k):
    """Tuple of 0/1 flags; 1 marks a site with energy V."""
    if k == 0:
        return (0,)
    if k == 1:
        return (1,)
    return cell(k - 1) + cell(k - 2)


def size(k):
    return len(cell(k))


@lru_cache(maxsize=None)
def levels(V, k, theta):
    """Sorted Bloch levels of the periodic approximant at phase theta."""
    n = size(k)
    if theta == 0.0:
        phase = 1.0
    elif theta == math.pi:
        phase = -1.0
    else:
        phase = complex(math.cos(theta), math.sin(theta))
    H = np.zeros((n, n), dtype=type(phase))
    for i in range(n):
        j = (i + 1) % n
        hop = phase if i == n - 1 else 1.0
        H[i, i] += V * cell(k)[i]
        H[i, j] += hop
        H[j, i] += np.conj(hop)
    return np.linalg.eigvalsh(H)


def bands(V, k):
    e0, e1 = levels(V, k, 0.0), levels(V, k, math.pi)
    return np.minimum(e0, e1), np.maximum(e0, e1)


def bandwidth(V, k):
    low, high = bands(V, k)
    return float(np.sum(high - low))


def trace_from_product(E, V, k):
    """Half trace from the explicit site-by-site matrix product."""
    a, b, c, d = 1, 0, 0, 1
    for flag in cell(k):
        u = E - V * flag
        a, b, c, d = u * a - c, u * b - d, a, b
    return (a + d) / Fraction(2)


def trace_and_slope(V, energies, k):
    """x(k) and dx(k)/dE from the characteristic polynomial."""
    diff = energies[:, None] - levels(V, k, math.pi / 2)[None, :]
    x = 0.5 * np.prod(diff, axis=1)
    return x, x * np.sum(1 / diff, axis=1)


# --- trace map and invariant, in exact rational arithmetic
for E, V in ((Fraction(7, 5), Fraction(2)), (Fraction(-1, 5), Fraction(12))):
    x = [trace_from_product(E, V, k) for k in range(9)]
    assert x[2] == 2 * x[1] * x[0] - 1
    for k in range(2, 8):
        assert x[k + 1] == 2 * x[k] * x[k - 1] - x[k - 2]
    for k in range(1, 8):
        p, q, r = x[k + 1], x[k], x[k - 1]
        assert p*p + q*q + r*r - 2*p*q*r - 1 == V * V / 4
print("Energies in units of the hopping t")
print("Trace orbit at V = 12, E = %.2f:" % float(E))
for k in range(6):
    print("  x_%d = %.6g" % (k, float(x[k])))
print("  invariant = %.6f" % float(p*p + q*q + r*r - 2*p*q*r - 1))

# --- Bloch levels reproduce the half trace
sample = np.array([-1.3, 0.37, 2.9, 4.6])
poly = trace_and_slope(4.0, sample, 7)[0]
direct = [float(trace_from_product(Fraction(float(e)), 4, 7)) for e in sample]
assert np.allclose(poly, direct, rtol=1e-8, atol=1e-8)

# --- band genealogy and slope ratios at V = 12
V, K = 12.0, 11
count_A, count_B = [1, 0], [0, 1]
for k in range(2, K + 1):
    count_A.append(count_B[k - 1])
    count_B.append(count_A[k - 2] + 2 * count_B[k - 2])
single, double = [], []
for theta in (0.1, 1.1, 2.1, 3.0):
    energies = levels(V, K, theta)
    data = [trace_and_slope(V, energies, j) for j in range(K + 1)]
    paths = Counter()
    for i in range(len(energies)):
        inside = [abs(data[j][0][i]) <= 1 for j in range(K + 1)]
        slope = [abs(data[j][1][i]) for j in range(K + 1)]
        pos, kind = (0, "A") if inside[0] else (1, "B")
        assert inside[pos] and abs(slope[pos] - 0.5) < 1e-9
        path = kind
        while pos < K:
            if kind == "A":
                assert not inside[pos + 1]
                new, new_kind, store = pos + 2, "B", single
            elif inside[pos + 1]:
                new, new_kind, store = pos + 1, "A", single
            else:
                new, new_kind, store = pos + 2, "B", double
            assert new <= K and inside[new]
            store.append(slope[new] / slope[pos])
            pos, kind = new, new_kind
            path += kind
        paths[path] += 1
    for path, number in paths.items():
        twins = sum(s == "B" and t == "B" for s, t in zip(path, path[1:]))
        assert number == 2 ** twins
    ends = Counter()
    for path, number in paths.items():
        ends[path[-1]] += number
    assert ends["A"] == count_A[K] and ends["B"] == count_B[K]
assert V - 3 <= min(single) and max(single) <= V + 3
assert 2 * V - 8 <= min(double) and max(double) <= 2 * V + 8
print("V = 12, k = %d: %d bands, %d type A, %d type B"
      % (K, size(K), ends["A"], ends["B"]))
print("  slope ratio A->B, B->A: %.3f to %.3f" % (min(single), max(single)))
print("  slope ratio B->B: %.3f to %.3f" % (min(double), max(double)))


# --- two-sided bounds on the total bandwidth
def width_sums(s, D, kmax):
    a, b = [4.0, 0.0], [0.0, 4.0]
    for k in range(2, kmax + 1):
        a.append(b[k - 1] / s)
        b.append(a[k - 2] / s + 2 * b[k - 2] / D)
    return [p + q for p, q in zip(a, b)]


def exponent(s, D):
    roots = np.roots([1.0, 0.0, -2 / D, -1 / s**2])
    r = max(z.real for z in roots if abs(z.imag) < 1e-12)
    return -math.log(r) / math.log(PHI)


for V, kmax in ((12.0, 13), (40.0, 10), (200.0, 7)):
    upper = width_sums(V - 3, 2 * V - 8, kmax)
    lower = width_sums(V + 3, 2 * V + 8, kmax)
    for k in range(2, kmax + 1):
        B = bandwidth(V, k)
        assert lower[k] < B < upper[k]
        if V == 12.0 and k in (2, 3, 5, 7, 9, 11, 13):
            if k == 2:
                print("V = 12: k, N, bandwidth/t, lower, upper")
            print("  %2d %4d %.4e %.3e %.3e"
                  % (k, size(k), B, lower[k], upper[k]))


def local_exponent(V, k1, k2):
    return -(math.log(bandwidth(V, k2) / bandwidth(V, k1))
             / math.log(size(k2) / size(k1)))


g_low, g_high = exponent(9.0, 16.0), exponent(15.0, 32.0)
g_12 = local_exponent(12.0, 9, 13)
assert 0 < g_low < g_12 < g_high
print("V = 12: exponent bounds %.4f and %.4f" % (g_low, g_high))
print("  local exponent, k = 9 to 13: %.4f" % g_12)
print("  leading ln V/(2 ln phi): %.4f" % (math.log(12) / 2 / math.log(PHI)))
big = 1e6
lead = math.log(big) / (2 * math.log(PHI))
ratios = [exponent(big - 3, 2*big - 8) / lead,
          exponent(big + 3, 2*big + 8) / lead]
assert max(abs(z - 1) for z in ratios) < 0.01
print("V = 1e6: bounds / leading form: %.5f, %.5f" % tuple(ratios))

g_a, g_b = local_exponent(4.0, 7, 11), local_exponent(4.0, 11, 15)
assert g_b > 0 and abs(g_a - g_b) < 0.1 * g_b
print("V = 4: bandwidth/t at N = %d, %d, %d:" % (size(7), size(11), size(15)))
print("  %.5e %.5e %.5e" % tuple(bandwidth(4.0, k) for k in (7, 11, 15)))
print("  local exponents: %.4f, %.4f" % (g_a, g_b))
for k in (5, 9, 12):
    assert abs(bandwidth(0.0, k) - 4) < 1e-9
print("V = 0: bandwidth/t at N = %d: %.6f" % (size(12), bandwidth(0.0, 12)))


# --- gap labels
def count_below(V, k, E):
    return int(np.sum(levels(V, k, 0.0) < E))


jumps = [count_below(4.0, 9, E) - count_below(4.0, 8, E)
         - count_below(4.0, 7, E) for E in np.linspace(-2.5, 6.5, 901)]
assert max(abs(j) for j in jumps) == 1

for V in (12.0, 4.0, 1.0):
    intervals = sorted(pair for k in (7, 8) for pair in zip(*bands(V, k)))
    reach, labels = intervals[0][1], []
    for low, high in intervals[1:]:
        if low - reach > 1e-6:
            E = (low + reach) / 2
            n = {k: count_below(V, k, E) for k in range(7, 14)}
            for k in range(7, 12):
                assert n[k + 2] == n[k + 1] + n[k]
            det = size(8) * size(6) - size(7) ** 2
            q = (size(8) * n[7] - size(7) * n[8]) // det
            p = (size(6) * n[8] - size(7) * n[7]) // det
            assert abs(n[13] / size(13) - (p + q * TAU)) < 1e-3
            labels.append((p, q))
        reach = max(reach, high)
    assert labels and len(set(labels)) == len(labels)
    print("V = %g: %d persistent gaps tested, |q| up to %d"
          % (V, len(labels), max(abs(q) for p, q in labels)))


def labelled_gap(V, k, p, q):
    n = p * size(k) + q * size(k - 1)
    low, high = bands(V, k)
    return n, high[n - 1], low[n]


print("V = 12, N = %d: q, p, p+q*tau, n/N, gap edges/t, width/t" % size(13))
for q in (-1, 1, -2, 2, -3, 3, -4, 4):
    p = -math.floor(q * TAU)
    n, left, right = labelled_gap(12.0, 13, p, q)
    _, left_old, right_old = labelled_gap(12.0, 12, p, q)
    assert right - left > 1e-3
    assert abs(left - left_old) < 1e-4 and abs(right - right_old) < 1e-4
    print("  %2d %2d %.6f %.6f %8.4f %8.4f %.4f"
          % (q, p, p + q * TAU, n / size(13), left, right, right - left))

print("PASS")
```

Output:

```
Energies in units of the hopping t
Trace orbit at V = 12, E = -0.20:
  x_0 = -0.1
  x_1 = -6.1
  x_2 = 0.22
  x_3 = -2.584
  x_4 = 4.96304
  x_5 = -25.869
  invariant = 36.000000
V = 12, k = 11: 144 bands, 55 type A, 89 type B
  slope ratio A->B, B->A: 11.999 to 12.499
  slope ratio B->B: 21.362 to 27.631
V = 12: k, N, bandwidth/t, lower, upper
   2    2 6.4911e-01 5.333e-01 8.889e-01
   3    3 3.5782e-01 2.678e-01 5.494e-01
   5    8 3.3944e-02 1.911e-02 7.965e-02
   7   21 3.3454e-03 1.421e-03 1.194e-02
   9   55 3.3712e-04 1.083e-04 1.824e-03
  11  144 3.4395e-05 8.365e-06 2.815e-04
  13  377 3.5327e-06 6.506e-07 4.370e-05
V = 12: exponent bounds 1.9289 and 2.6457
  local exponent, k = 9 to 13: 2.3681
  leading ln V/(2 ln phi): 2.5819
V = 1e6: bounds / leading form: 0.99993, 0.99993
V = 4: bandwidth/t at N = 21, 144, 987:
  1.06952e-01 1.07159e-02 1.07875e-03
  local exponents: 1.1950, 1.1928
V = 0: bandwidth/t at N = 233: 4.000000
V = 12: 41 persistent gaps tested, |q| up to 21
V = 4: 41 persistent gaps tested, |q| up to 21
V = 1: 17 persistent gaps tested, |q| up to 9
V = 12, N = 377: q, p, p+q*tau, n/N, gap edges/t, width/t
  -1  1 0.381966 0.381963  -0.0794  11.0389 11.1183
   1  0 0.618034 0.618037  11.1320  12.1564 1.0244
  -2  2 0.763932 0.763926  12.1703  13.0406 0.8703
   2 -1 0.236068 0.236074  -0.1649  -0.0865 0.0784
  -3  2 0.145898 0.145889  -0.2424  -0.1661 0.0764
   3 -1 0.854102 0.854111  13.0441  13.0825 0.0383
  -4  3 0.527864 0.527851  11.0831  11.1279 0.0447
   4 -2 0.472136 0.472149  11.0424  11.0825 0.0401
PASS
```
